# The Haken Potential and the Pollmann-Büttner Correction for Wannier Excitons: a numerical check

```python
# Result under test: LO-phonon exchange between an electron and a hole turns
# the Coulomb attraction -C/(eps_inf r) into the Haken potential
#   V_H  = -(C/r) [1/eps_s + (exp(-r/l_e) + exp(-r/l_h)) / (2 eps_star)]
# and, for a shared coherent lattice displacement, into Pollmann-Buettner's
#   V_PB = -(C/r) [1/eps_s + (m_h exp(-r/l_h) - m_e exp(-r/l_e))
#                            / ((m_h - m_e) eps_star)]
# C = e^2/(4 pi eps0), 1/eps_star = 1/eps_inf - 1/eps_s,
# l_i = sqrt(hbar/(2 m_i omega)) polaron radius, alpha_i Froehlich coupling.
# Energies in meV, lengths in angstrom, masses in free-electron masses,
# except in the ring model and scaled integrals, which are dimensionless.
import numpy as np
from math import factorial
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import roots_laguerre, eval_genlaguerre

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10 * 1e3
KINETIC = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20 * 1e3
RYDBERG = sc.physical_constants['Rydberg constant times hc in eV'][0] * 1e3

eps_inf, eps_s, phonon = 6.0, 9.0, 40.0
m_e, m_h = 0.1, 0.3
inv_star = 1 / eps_inf - 1 / eps_s
mu = m_e * m_h / (m_e + m_h)


def radius(mass, energy):
    return np.sqrt(KINETIC / (mass * energy))


def weight_haken(r, le, lh):
    return 0.5 * (np.exp(-r / le) + np.exp(-r / lh))


def weight_pb(r, le, lh):
    return (m_h * np.exp(-r / lh) - m_e * np.exp(-r / le)) / (m_h - m_e)


l_e, l_h = radius(m_e, phonon), radius(m_h, phonon)

# --- Ring model: eliminate phonon states from the full Hamiltonian matrix ---
ring_me, ring_mh, ring_w = 0.7, 1.9, 1.0


def eliminated_interaction(coupling):
    states = [(k, a, b) for a in range(3) for b in range(3 - a)
              for k in range(-6, 7)]
    index = {s: i for i, s in enumerate(states)}
    ham = np.zeros((len(states), len(states)))
    for (k, a, b), i in index.items():
        hole = -k - a + b                      # total momentum is zero
        ham[i, i] = (k**2 / (2 * ring_me) + hole**2 / (2 * ring_mh)
                     + ring_w * (a + b))
        for q, n, a2, b2 in ((1, a, a - 1, b), (-1, b, a, b - 1)):
            if n == 0:
                continue
            for new_k, sign in ((k + q, 1), (k, -1)):
                j = index.get((new_k, a2, b2))
                if j is not None:
                    ham[i, j] += sign * coupling * np.sqrt(n)
                    ham[j, i] += sign * coupling * np.sqrt(n)
    p = [i for s, i in index.items() if s[1] + s[2] == 0]
    x = [i for s, i in index.items() if s[1] + s[2] > 0]
    eff = -ham[np.ix_(p, x)] @ np.linalg.solve(ham[np.ix_(x, x)],
                                               ham[np.ix_(x, p)])
    where = {states[i][0]: n for n, i in enumerate(p)}
    return lambda final, start: eff[where[final], where[start]]


small = 1e-3
element = eliminated_interaction(small)
for start, final in ((0, -1), (2, 1), (-1, -2)):
    d1 = ring_w + final**2 / (2 * ring_me) + start**2 / (2 * ring_mh)
    d2 = ring_w + start**2 / (2 * ring_me) + final**2 / (2 * ring_mh)
    assert abs(element(final, start) / small**2 / (1/d1 + 1/d2) - 1) < 1e-4
ring_rest = element(-1, 0) / small**2
ring_moving = element(1, 2) / small**2
assert ring_rest > 0 and ring_moving < ring_rest   # repulsive and nonlocal

# --- Ring model: energy of the coherent two-polaron state, full Fock space ---
npt, nfock, v = 24, 10, 0.3
grid = 2 * np.pi * np.arange(npt) / npt
xe, xh = np.meshgrid(grid, grid, indexing='ij')
phi = np.exp(0.6 * np.cos(xe - xh) + 0.3j * np.sin(xe) + 0.2j * np.cos(xh))
phi = phi / np.linalg.norm(phi)
amp_e = v / (ring_w + 1 / (2 * ring_me))
amp_h = v / (ring_w + 1 / (2 * ring_mh))


def coherent(q):
    beta = -(amp_e * np.exp(-1j * q * xe) - amp_h * np.exp(-1j * q * xh))
    return np.stack([np.exp(-abs(beta)**2 / 2) * beta**n
                     / np.sqrt(factorial(n)) for n in range(nfock)], axis=-1)


def kinetic(f):
    k2 = (np.fft.fftfreq(npt) * npt)**2
    fe = abs(np.fft.fft(f, axis=0))**2 / npt
    fh = abs(np.fft.fft(f, axis=1))**2 / npt
    te = np.sum(k2 * fe.reshape(npt, -1).sum(axis=1)) / (2 * ring_me)
    th = np.sum(k2 * np.moveaxis(fh, 1, 0).reshape(npt, -1).sum(axis=1))
    return te + th / (2 * ring_mh)


psi = (phi[:, :, None, None] * coherent(1)[:, :, :, None]
       * coherent(-1)[:, :, None, :])
num = np.arange(nfock)
full = kinetic(psi) + ring_w * np.sum(
    abs(psi)**2 * (num[:, None] + num[None, :]))
for q, axis in ((1, 2), (-1, 3)):
    moved = np.moveaxis(psi, axis, -1)
    lowered = moved[..., 1:] * np.sqrt(num[1:])
    rho = (np.exp(1j * q * xe) - np.exp(1j * q * xh))[:, :, None, None]
    full += 2 * v * np.real(np.sum(moved[..., :-1].conj() * rho * lowered))
ge, gh = amp_e * ring_w / v, amp_h * ring_w / v
exchange = (4 * v**2 / ring_w * (1 - (1 - ge) * (1 - gh))
            * np.sum(abs(phi)**2 * np.cos(xe - xh)))
derived = kinetic(phi) - 2 * v * (amp_e + amp_h) + exchange
assert abs(full - derived) < 1e-8

# --- Fourier transforms, with l_e as the unit of length ---
lh_scaled = l_h / l_e


def transform(func, r):
    near = quad(lambda q: func(q) * r * np.sinc(q * r / np.pi), 0, 1)[0]
    far = quad(lambda q: func(q) / q, 1, np.inf, weight='sin', wvar=r,
               limlst=200)[0]
    return 2 / np.pi * (near + far)


def lor(q, length):
    return 1 / (1 + (q * length)**2)


for r in (0.2, 1.0, 3.0):
    s_h = transform(lambda q: (lor(q, 1) + lor(q, lh_scaled)) / 2, r)
    s_pb = transform(lambda q: 1 - (1 - lor(q, 1))
                     * (1 - lor(q, lh_scaled)), r)
    assert abs(s_h - 1 + weight_haken(r, 1, lh_scaled)) < 1e-6
    assert abs(s_pb - 1 + weight_pb(r, 1, lh_scaled)) < 1e-6
    gap = ((m_h + m_e) / (2 * (m_h - m_e))
           * (np.exp(-r / lh_scaled) - np.exp(-r)))
    assert abs((s_h - s_pb) - gap) < 1e-6 and gap < 0
    s_eq = transform(lambda q: 1 - (1 - lor(q, 1))**2, r)
    assert abs(1 - s_eq - np.exp(-r) * (1 - r / 2)) < 1e-6

# --- Self-energies and polaron masses ---
alpha_e = inv_star * np.sqrt(RYDBERG * m_e / phonon)
alpha_h = inv_star * np.sqrt(RYDBERG * m_h / phonon)
for alpha, length in ((alpha_e, l_e), (alpha_h, l_h)):
    integral = quad(lambda t: 1 / (1 + t * t), 0, np.inf)[0] / length
    shift = COULOMB * inv_star / np.pi * integral
    assert abs(shift / (alpha * phonon) - 1) < 1e-6


def moving_self_energy(x):
    def integrand(q):
        return np.arctanh(2 * q * x / (1 + q * q)) / (2 * q * x)
    return 2 / np.pi * (quad(integrand, 0, 1)[0]
                        + quad(integrand, 1, np.inf)[0])


assert abs(moving_self_energy(0.3) - np.arcsin(0.3) / 0.3) < 1e-7
assert abs((moving_self_energy(0.03) - 1) / 0.03**2 - 1 / 6) < 1e-3
pol_e, pol_h = m_e / (1 - alpha_e / 6), m_h / (1 - alpha_h / 6)
mu_pol = pol_e * pol_h / (pol_e + pol_h)

# --- Nonlocal exchange in a hydrogenic 1s state of unit Bohr radius ---
gx, gw = np.polynomial.legendre.leggauss(300)
logk, wk = 1 + 13 * gx, 13 * gw
z, wz = 2.5 * (gx + 1), 2.5 * gw
big = np.exp(logk)[:, None]
ratio_k = np.exp(-z**2)[None, :]
low = big * ratio_k
log_factor = np.log1p(ratio_k) - np.log(-np.expm1(-z**2))[None, :]
measure = (64 / np.pi**2 * wk[:, None] * (wz * 2 * z)[None, :]
           * big**2 * low**2 * log_factor
           / ((1 + big**2)**2 * (1 + low**2)**2))
assert abs(measure.sum() - 1) < 1e-5              # <1/r> = 1


def loss_nonlocal(le, lh):
    t1 = (le * low)**2 + (lh * big)**2
    t2 = (le * big)**2 + (lh * low)**2
    return np.sum(measure * 0.5 * (t1 / (1 + t1) + t2 / (1 + t2)))


def loss_local(le, lh, weight=weight_haken):
    return quad(lambda r: 4 * r * np.exp(-2 * r) * weight(r, le, lh),
                0, 40, limit=200)[0]


tiny = 5e-4
tiny_loss = 4 / (2 + 1 / tiny)**2
assert abs(loss_local(0.5, 0.5) - 4 / (2 + 1 / 0.5)**2) < 1e-8
limit_ratio = loss_nonlocal(tiny, tiny) / tiny_loss
assert abs(limit_ratio - 1.5) < 0.02              # remainder is of order l/a

# --- 1s states: Laguerre basis, checked by finite differences ---
nodes, node_w = roots_laguerre(100)
nbas = 30


def ground(screen, mass):
    scale = 2 * mass * COULOMB / (2 * KINETIC) / 7.5
    r = nodes / scale
    rows, slopes = [], []
    for n in range(nbas):
        norm = 1 / np.sqrt((n + 1) * (n + 2))
        poly = eval_genlaguerre(n, 2, nodes) * norm
        dpoly = -eval_genlaguerre(n - 1, 3, nodes) * norm if n else 0 * nodes
        rows.append(nodes * poly)
        slopes.append(poly + nodes * dpoly - nodes * poly / 2)
    f, d = np.array(rows), np.array(slopes)
    ham = (KINETIC / mass * scale**2 * (d * node_w) @ d.T
           - (f * node_w * COULOMB * screen(r) / r) @ f.T)
    val, vec = eigh(ham, (f * node_w) @ f.T)
    u = vec[:, 0] @ f
    return -val[0], np.sum(node_w * u * u * r)


def ground_fd(screen, mass, step=0.1, count=12000):
    r = step * np.arange(1, count + 1)
    t = KINETIC / mass / step**2
    return -eigh_tridiagonal(2 * t - COULOMB * screen(r) / r,
                             -t * np.ones(count - 1), select='i',
                             select_range=(0, 0), eigvals_only=True)[0]


def screening(weight, energy=phonon):
    le, lh = radius(m_e, energy), radius(m_h, energy)
    return lambda r: 1 / eps_s + inv_star * weight(r, le, lh)


def const(eps):
    return lambda r: 1 / eps + 0 * r


b_inf, r_inf = ground(const(eps_inf), mu)
b_s, r_s = ground(const(eps_s), mu)
b_h, r_h = ground(screening(weight_haken), mu)
b_pb, r_pb = ground(screening(weight_pb), mu)
b_hp, r_hp = ground(screening(weight_haken), mu_pol)
assert abs(b_inf / (RYDBERG * mu / eps_inf**2) - 1) < 1e-6
assert abs(b_s / (RYDBERG * mu / eps_s**2) - 1) < 1e-6
for w, b in ((weight_haken, b_h), (weight_pb, b_pb)):
    assert abs(ground_fd(screening(w), mu) / b - 1) < 1e-4
    assert abs(ground(screening(w, 1e-3), mu)[0] / b_inf - 1) < 0.01
    assert abs(ground(screening(w, 1e7), mu)[0] / b_s - 1) < 0.01
assert b_s < b_pb < b_h < b_inf < phonon

a_s = eps_s * COULOMB / (2 * RYDBERG) / mu
print(f"eps_inf = {eps_inf:.1f}, eps_s = {eps_s:.1f}, "
      f"1/eps_star = {inv_star:.5f}")
print(f"phonon energy = {phonon:.1f} meV")
print(f"masses m_e, m_h, reduced = {m_e:.3f}, {m_h:.3f}, {mu:.4f} m0")
print(f"e^2/(4 pi eps0) = {COULOMB:.2f} meV angstrom")
print(f"hbar^2/(2 m0) = {KINETIC:.2f} meV angstrom^2")
print(f"Rydberg energy = {RYDBERG:.2f} meV")
print(f"polaron radii l_e, l_h = {l_e:.2f}, {l_h:.2f} angstrom")
print(f"couplings alpha_e, alpha_h = {alpha_e:.4f}, {alpha_h:.4f}")
print(f"continuum shift = {-(alpha_e + alpha_h) * phonon:.2f} meV")
print(f"polaron masses e, h, reduced = {pol_e:.4f}, {pol_h:.4f}, "
      f"{mu_pol:.4f} m0")
print(f"static Bohr radius a_s = {a_s:.2f} angstrom")
print("r (angstrom), effective eps Haken, effective eps PB:")
for r in (1.0, 5.0, l_h, l_e, 60.0, 100.0, 200.0):
    print(f"  {r:7.2f}  {1 / screening(weight_haken)(r):.4f}  "
          f"{1 / screening(weight_pb)(r):.4f}")
print("1s binding energy (meV), mean radius (angstrom):")
for name, b, rad in (("eps_inf Coulomb", b_inf, r_inf),
                     ("Haken, bare masses", b_h, r_h),
                     ("Haken, polaron masses", b_hp, r_hp),
                     ("Pollmann-Buettner, bare masses", b_pb, r_pb),
                     ("eps_s Coulomb", b_s, r_s)):
    print(f"  {name}: {b:.3f}, {rad:.2f}")
print(f"PB upper bound, total energy from bare gap = "
      f"{-(alpha_e + alpha_h) * phonon - b_pb:.2f} meV")
print("phonon energy (meV), Haken binding, PB binding (meV), bare masses:")
for energy in (40.0, 160.0, 640.0):
    print(f"  {energy:.0f}  {ground(screening(weight_haken, energy), mu)[0]:.3f}"
          f"  {ground(screening(weight_pb, energy), mu)[0]:.3f}")
print("fractional loss of static exchange in the 1s state of radius a_s:")
print(f"  second order, nonlocal: {loss_nonlocal(l_e/a_s, l_h/a_s):.4f}")
print(f"  Haken, local: {loss_local(l_e/a_s, l_h/a_s):.4f}")
print(f"  Pollmann-Buettner: {loss_local(l_e/a_s, l_h/a_s, weight_pb):.4f}")
print(f"nonlocal/Haken loss ratio at l/a = {tiny:.4f}: {limit_ratio:.4f}")
print(f"ring model, exchange/V^2 from rest, from k=2: "
      f"{ring_rest:.4f}, {ring_moving:.4f} (dimensionless)")
print(f"ring model, coherent-state energy full, derived: "
      f"{full:.8f}, {derived:.8f} (dimensionless)")
print("checks complete")
```

It prints:

```
eps_inf = 6.0, eps_s = 9.0, 1/eps_star = 0.05556
phonon energy = 40.0 meV
masses m_e, m_h, reduced = 0.100, 0.300, 0.0750 m0
e^2/(4 pi eps0) = 14399.65 meV angstrom
hbar^2/(2 m0) = 3809.98 meV angstrom^2
Rydberg energy = 13605.69 meV
polaron radii l_e, l_h = 30.86, 17.82 angstrom
couplings alpha_e, alpha_h = 0.3240, 0.5612
continuum shift = -35.41 meV
polaron masses e, h, reduced = 0.1057, 0.3310, 0.0801 m0
static Bohr radius a_s = 63.50 angstrom
r (angstrom), effective eps Haken, effective eps PB:
     1.00  6.0877  6.1348
     5.00  6.4220  6.6475
    17.82  7.3033  7.9256
    30.86  7.9211  8.6479
    60.00  8.6174  9.0901
   100.00  8.9047  9.0639
   200.00  8.9965  9.0034
1s binding energy (meV), mean radius (angstrom):
  eps_inf Coulomb: 28.345, 63.50
  Haken, bare masses: 15.568, 79.34
  Haken, polaron masses: 16.893, 73.44
  Pollmann-Buettner, bare masses: 13.701, 87.48
  eps_s Coulomb: 12.598, 95.25
PB upper bound, total energy from bare gap = -49.11 meV
phonon energy (meV), Haken binding, PB binding (meV), bare masses:
  40  15.568  13.701
  160  13.730  12.857
  640  12.960  12.646
fractional loss of static exchange in the 1s state of radius a_s:
  second order, nonlocal: 0.3131
  Haken, local: 0.1861
  Pollmann-Buettner: 0.0723
nonlocal/Haken loss ratio at l/a = 0.0005: 1.5010
ring model, exchange/V^2 from rest, from k=2: 1.3750, 0.6041 (dimensionless)
ring model, coherent-state energy full, derived: 0.10884799, 0.10884799 (dimensionless)
checks complete
```
